\section*{Blackbody Shift of the Calcium-Ion Clock Line from Dirac-Fock Dipoles}

\section{Problem}

An atomic level $v$ with angular momentum $j$ is bathed in isotropic, unpolarized thermal radiation of temperature $T$.

(a) Show that, to second order in the electric-dipole coupling, its shift is
\begin{equation}
\delta E_v=-\tfrac12\,(831.9\ \mathrm{V/m})^2\left(\frac{T}{300\ \mathrm K}\right)^4\alpha_v(0)\,(1+\eta_v),
\label{target}
\end{equation}
where $\alpha_v(0)$ is the static scalar polarizability, and find the dynamic correction $\eta_v$.

(b) Evaluate the shift of the $4s_{1/2}\to3d_{5/2}$ clock line of Ca$^+$ at 300 K from Dirac-Fock matrix elements.

Atomic units are used unless a unit is written; $k$ is Boltzmann's constant. With $\Delta_n=E_n-E_v$ and $D_{nv}$ the reduced dipole element, the scalar polarizability is
\begin{equation}
\alpha_v(\omega)=\sum_n\frac{A_n\Delta_n}{\Delta_n^2-\omega^2},\qquad
A_n=\frac{2|D_{nv}|^2}{3(2j+1)} .
\label{alpha}
\end{equation}

\paragraph{The orbitals.} The closed-shell core Ca$^{2+}$ is treated in the Dirac-Fock approximation with a point nucleus and the Coulomb interaction. The valence electron moves in the frozen field of this core. Its large and small radial functions $P,Q$ obey
\begin{align}
VP+c\left(-\frac{d}{dr}+\frac{\kappa}{r}\right)Q-\sum_{b,k}w^k_{b}Y^k_{b}P_b&=EP,\\
c\left(\frac{d}{dr}+\frac{\kappa}{r}\right)P+(V-2c^2)Q-\sum_{b,k}w^k_{b}Y^k_{b}Q_b&=EQ,
\end{align}
where $b$ runs over core shells and
\[
Y^k_b(r)=\int_0^\infty\frac{r_<^k}{r_>^{k+1}}(P_bP+Q_bQ)\,ds .
\]
The local potential $V$ is $-Z/r$ plus the electrostatic potential of all core electrons. The exchange weight follows from $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})\,C^k(1)\cdot C^k(2)$. Summing over the magnetic states of the full shell $b$ gives
\[
w_b^k=\frac{|\langle\kappa\|C^k\|\kappa_b\rangle|^2}{2j+1}=(2j_b+1)\begin{pmatrix}j&k&j_b\\ \frac12&0&-\frac12\end{pmatrix}^2,
\]
for $l+k+l_b$ even, and zero otherwise. The equations are solved in a B-spline basis whose small components are built as $(d/dr+\kappa/r)$ acting on the large ones. The positive-energy solutions supply the sum over $n$. The dipole elements are
\[
D_{nv}=\langle\kappa_n\|C^1\|\kappa_v\rangle\int_0^\infty r\,(P_nP_v+Q_nQ_v)\,dr .
\]
The dominant data, with signs of $D$ irrelevant, are:
\begin{center}
\begin{tabular}{lcc}
pair & $|D|$ (a.u.) & gap (eV)\\
$4s_{1/2}$--$4p_{1/2}$ & 3.2012 & 2.9016\\
$4s_{1/2}$--$4p_{3/2}$ & 4.5269 & 2.9264\\
$3d_{5/2}$--$4p_{3/2}$ & 4.1348 & 0.5897
\end{tabular}
\end{center}

\section{A tempting solution}

Accept Eq.~\eqref{target} and insert Dirac-Fock dipoles and Dirac-Fock energies throughout. The orbital energies give gaps of $0.10663$, $0.10754$ and $0.02167$ hartree for the three pairs, so
\begin{align}
\alpha_{4s}&:\quad \frac{2(3.2012)^2}{6(0.10663)}+\frac{2(4.5269)^2}{6(0.10754)}\simeq32.0+63.5,\\
\alpha_{3d}&:\quad \frac{2(4.1348)^2}{18(0.02167)}\simeq87.7 .
\end{align}
The remaining states bring the totals to $95.53$ and $98.90$ a.u. One atomic unit of differential polarizability shifts the line by $-0.008611$ Hz at 300 K. The static clock shift is therefore
\[
-0.008611\,(98.90-95.53)\ \mathrm{Hz}\simeq-0.029\ \mathrm{Hz}.
\]
Including the frequency dependence of $\alpha$ changes this to $-0.058$ Hz.

\section{Where it fails}

The doubling is a warning: the static difference, $3.37$ a.u., is what remains of two numbers near 100. An error of a few percent in either can change its sign.

The weak point is the $3d_{5/2}$--$4p_{3/2}$ gap. Dirac-Fock gives $0.59$ eV, whereas the measured gap is roughly $1.5$ eV. Since this pair contributes $A/\Delta$ to the static polarizability, its contribution is too large by a factor of about $1.5/0.59\simeq2.5$ from the energy alone. Its leading dynamic contribution will turn out to vary as $A/\Delta^3$, and is too large by about $2.5^3\simeq16$.

This is not a basis-set fault. A separate scalar-relativistic mean-field calculation in Gaussian functions puts $3d$ and $4p$ at $-0.33100$ and $-0.30931$ hartree, a gap of $0.0217$ hartree. The $j$-averaged Dirac-Fock gap is $0.0214$ hartree. Both calculations leave out the correlation between valence and core electrons, which is the natural candidate for the missing gap, although neither calculation tests that attribution.

The formula is sound when applied to the difference of the two levels. The energies put into its denominators are not. The right solution derives the formula and then treats the sensitive gaps separately.

\section{Right solution, part (a)}

\subsection{The thermal field}

In a large box there are $2\,d^3k/(2\pi)^3$ modes per unit volume, the factor 2 counting polarizations. Each carries the thermal energy $\hbar\omega/(e^{\hbar\omega/kT}-1)$; the temperature-independent vacuum part is not counted. In SI units, with $x=\hbar\omega/kT$, the energy density is
\begin{equation}
u=\frac{\hbar}{\pi^2c^3}\int_0^\infty\frac{\omega^3\,d\omega}{e^{\hbar\omega/kT}-1}
=\frac{(kT)^4}{\pi^2\hbar^3c^3}\int_0^\infty\frac{x^3\,dx}{e^x-1}.
\end{equation}
Expanding $1/(e^x-1)=\sum_{m\ge1}e^{-mx}$ and integrating term by term gives
\begin{equation}
\int_0^\infty\frac{x^{s-1}}{e^x-1}dx=\Gamma(s)\zeta(s),
\label{zeta}
\end{equation}
which is $6\cdot\pi^4/90=\pi^4/15$ for $s=4$. Electric and magnetic energies are equal on average, so $u=2\cdot\frac12\varepsilon_0\langle E^2\rangle$ and
\begin{equation}
\langle E^2\rangle=\frac{\pi^2(kT)^4}{15\,\varepsilon_0\hbar^3c^3}.
\end{equation}
At 300 K its square root is $831.9$ V/m. This is a root-mean-square field, not an amplitude. An explicit sum over the modes of a finite box gives $831.6$ V/m.

\subsection{Shift in an oscillating field}

Let the perturbation be $-d\,\mathcal E\cos\omega t$, where $d$ is the dipole component along the field. Write
\[
\psi=e^{-iE_vt-i\theta(t)}\Big[|v\rangle+\sum_na_n(t)|n\rangle\Big].
\]
Projecting the Schr\"odinger equation on $n$, to first order in $\mathcal E$, gives
\[
i\dot a_n=\Delta_na_n-d_{nv}\mathcal E\cos\omega t .
\]
Its periodic solution is
\begin{equation}
a_n=\frac{d_{nv}\mathcal E}{2}\left[\frac{e^{-i\omega t}}{\Delta_n-\omega}+\frac{e^{i\omega t}}{\Delta_n+\omega}\right].
\end{equation}
Projection on $v$, where $d_{vv}=0$ by parity, gives $\dot\theta=-\mathcal E\cos\omega t\sum_nd_{vn}a_n$. The shift is the time average of $\dot\theta$. Because $\cos\omega t\,e^{\pm i\omega t}$ averages to $\frac12$,
\begin{equation}
\delta E=-\frac{\mathcal E^2}{4}\sum_n|d_{nv}|^2\frac{2\Delta_n}{\Delta_n^2-\omega^2}
=-\frac12\,\frac{\mathcal E^2}{2}\,\alpha(\omega).
\label{ac}
\end{equation}
Here $\mathcal E^2/2$ is the mean square field. Cross terms between different frequencies average to zero in time, and those between independent thermal modes of equal frequency vanish because their phases are random. The shifts of the modes therefore add at this order. Direct propagation of a two-level system in a two-colour field gives $0.99975$ times the added second-order shifts.

\subsection{Average over directions}

For isotropic radiation $\langle E_iE_k\rangle=\delta_{ik}\langle E^2\rangle/3$, so the polarizability in Eq.~\eqref{ac} becomes one third of the sum over three components. The averaged second-order operator is a rotational scalar: it neither mixes nor splits the $m$ states. The Wigner-Eckart theorem and the sum rule
\begin{equation}
\sum_{q,m'}\begin{pmatrix}j'&1&j\\-m'&q&m\end{pmatrix}^2=\frac1{2j+1}
\end{equation}
turn $\frac13\sum_{q,m'}2|\langle n m'|d_q|vm\rangle|^2$ into $A_n$, which proves Eq.~\eqref{alpha}. For $j\ge1$, a static field along one axis would also produce a tensor shift depending on $|m|$. It vanishes here because of the isotropy.

\subsection{The dynamic correction}

The fraction of $\langle E^2\rangle$ between $x$ and $x+dx$ is $(15/\pi^4)x^3dx/(e^x-1)$. With $y_n=|\Delta_n|/kT$, Eq.~\eqref{ac} gives
\begin{align}
\delta E_v&=-\frac12\langle E^2\rangle\sum_n\frac{A_n}{\Delta_n}G(y_n),\label{full}\\
G(y)&=\frac{15}{\pi^4}\,\mathrm{P}\!\!\int_0^\infty\frac{x^3}{e^x-1}\,\frac{y^2}{y^2-x^2}\,dx .
\end{align}
The principal value arises because a slowly switched-on field replaces $\omega$ in the resonant denominator by $\omega+i0$ for $\Delta_n>0$ and by $\omega-i0$ for $\Delta_n<0$. The real part is the shift and the imaginary part describes transitions.

For $y\gg1$ the Planck factor suppresses the region $x\gtrsim y$. Expanding $y^2/(y^2-x^2)=1+x^2/y^2+x^4/y^4+\dots$ and using Eq.~\eqref{zeta} with
\[
\Gamma(6)\zeta(6)=120\,\frac{\pi^6}{945}=\frac{8\pi^6}{63},\qquad
\Gamma(8)\zeta(8)=5040\,\frac{\pi^8}{9450}=\frac{8\pi^8}{15},
\]
one finds
\begin{equation}
G(y)\simeq1+\frac{40\pi^2}{21\,y^2}+\frac{8\pi^4}{y^4}+\dots
\label{series}
\end{equation}
The sum of $A_n/\Delta_n$ is $\alpha_v(0)$. This establishes Eq.~\eqref{target}, with the leading correction
\begin{equation}
\eta_v=\frac{40\pi^2}{21}\,\frac{(kT)^2}{\alpha_v(0)}\sum_n\frac{A_n}{\Delta_n^3}.
\label{eta}
\end{equation}

The factorials make Eq.~\eqref{series} asymptotic, not convergent. At $y=60$ two correction terms give $1.005282$ against $1.005283$ by quadrature. At $y=10$ they give $1.266$ against $1.299$.

The opposite limit shows what the static picture misses. Write
\[
\frac{x^3}{y^2-x^2}=-x+\frac{y^2x}{y^2-x^2}.
\]
As $y\to0$, the contribution of the second term vanishes: write $x/(e^x-1)=1+[x/(e^x-1)-1]$. The 1 gives nothing, because $\mathrm P\int_0^\infty dx/(y^2-x^2)=0$. The bracket is of order $x$ at small $x$ and bounded at large $x$, so its integral grows only as $\ln(1/y)$, and the prefactor $y^2$ removes it. The first term, with $\Gamma(2)\zeta(2)=\pi^2/6$, leaves
\begin{equation}
G(y)\to-\frac{15}{\pi^4}\,\frac{\pi^2}{6}\,y^2=-\frac{5y^2}{2\pi^2}.
\end{equation}
A transition far below the thermal frequencies thus shifts the level in the direction opposite to its static effect, and its contribution grows as $T^2$ instead of $T^4$.

\section{Right solution, part (b)}

\subsection{What belongs in the difference}

The clock shift is the upper-level shift minus the lower-level shift:
\begin{equation}
\delta\nu=-\frac{\langle E^2\rangle}{2h}\left[\alpha_{3d}(1+\eta_{3d})-\alpha_{4s}(1+\eta_{4s})\right].
\end{equation}
The polarizability of the frozen core is common to both levels and cancels. The valence electron, however, blocks the core excitation $a\to v$. In a static field $F$, removing that excitation changes the energy by
\[
+\frac{F^2|d_{av}|^2}{E_v-E_a}=-\frac{F^2}{2}\,\frac{2|d_{av}|^2}{E_a-E_v}.
\]
This is the term obtained by keeping the occupied orbital $a$ in the valence sum as a formal intermediate state with negative $\Delta_a$. These terms are small: $-0.09$ a.u. for $4s$ and $-0.24$ a.u. for $3d_{5/2}$.

\subsection{Replacing the sensitive gaps}

Keep the Dirac-Fock dipoles, but use the rough measured gaps $3.1$ eV for both $4s$--$4p$ pairs and $1.5$ eV for $3d_{5/2}$--$4p_{3/2}$. Each static contribution scales inversely with its gap:
\begin{align}
4s\text{--}4p_{1/2}:&\quad32.034\times2.9016/3.1=29.98,\\
4s\text{--}4p_{3/2}:&\quad63.519\times2.9264/3.1=59.96,\\
3d_{5/2}\text{--}4p_{3/2}:&\quad87.658\times0.5897/1.5=34.46 .
\end{align}
All other terms stay at their Dirac-Fock values. For $4s$ they add $-0.02$ a.u. For $3d_{5/2}$ they add $98.90-87.66=11.24$ a.u., mostly the $11.47$ a.u. from $f$ states. These denominators still contain the Dirac-Fock $3d_{5/2}$ energy, which lies about $1.2$ eV above the measured one. Lowering it would reduce the $f$ part to about $9.8$ a.u.; this change is not made here. Hence
\begin{equation}
\alpha_{3d}-\alpha_{4s}=45.70-89.92=-44.22\ \text{a.u.}
\end{equation}

For the dynamic part, $kT=0.02585$ eV gives $y\simeq58$ for the $3d$--$4p$ pair and $y\simeq120$ for the $4s$--$4p$ pairs. The series is safe for both. Quadrature over all terms gives increments of $0.198$ a.u. for $3d_{5/2}$ and $0.118$ a.u. for $4s$, a difference of $0.080$ a.u. The leading formula gives $0.078$ a.u. The correction relative to the static differential polarizability is $0.080/(-44.22)\simeq-0.0018$. It is negative because the difference of polarizabilities is negative while the difference of increments is positive. The shift is
\begin{equation}
\delta\nu=-0.008611\,(-44.22+0.08)\ \mathrm{Hz}\simeq+0.38\ \mathrm{Hz}\simeq+0.4\ \mathrm{Hz}.
\end{equation}
Both levels move down, $4s$ more than $3d_{5/2}$, so the line frequency rises. The second digit depends on the rounding of the gaps: with $3.12$, $3.15$ and $1.45$ eV the static difference is $-41.9$ a.u.\ and the shift $0.36$ Hz.

\subsection{How far the number can be trusted}

The sign depends on the $3d$--$4p$ gap. With the $4s$ gaps held at $3.1$ eV, the static shift vanishes when
\[
\Delta=\frac{87.658\times0.5897}{89.92-11.24}\ \mathrm{eV}\simeq0.66\ \mathrm{eV}.
\]
With the Dirac-Fock $4s$ gaps of the first solution, $95.53$ replaces $89.92$ and the crossing moves to $0.61$ eV. The Dirac-Fock gap of $0.59$ eV lies just below this value and the measured gap well above it. This is why the first solution produced a small shift of the wrong sign.

The dipoles remain uncorrected. As an illustration, suppose that all three dominant dipoles were 10\% smaller. Their squared contributions would fall by 19\%, and the differential polarizability would become
\[
-44.22+0.19\,(89.94-34.46)\simeq-33.7\ \text{a.u.},
\]
or about $0.29$ Hz. The reductions need not be equal. If the $3d$--$4p$ dipole fell by 20\%, close to what its measured decay rate implies, and the $4s$--$4p$ dipoles by 10\%, the two changes would largely cancel, giving $-44.22+0.19(89.94)-0.36(34.46)\simeq-39.5$ a.u., or $0.34$ Hz. The separate values $89.92$ and $45.70$ a.u.\ are therefore less reliable than their difference may suggest. This is a sensitivity estimate, not an error bound, but it shows why one significant figure is as much as this mixed level of theory deserves. The dynamic correction, about one part in 550 of the shift with the rounded gaps and one part in 400 with the gaps $3.12$, $3.15$ and $1.45$ eV, is much smaller than this uncertainty.

The calculation omits core-valence correlation in the dipoles, the core's screening of the applied field, and magnetic-dipole and higher multipole shifts. Within the model, the $T^4$ law gives a temperature sensitivity of $4\delta\nu/T\simeq0.005$ Hz/K at 300 K. Numerical values at fuller precision are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
temperature: 300.0 K
rms thermal field, formula: 831.94 V/m
rms thermal field, cavity-mode sum: 831.63 V/m
kT: 0.02585 eV
two-colour shift, propagated / second order: 0.99975
thermal factor G at y=60, quadrature: 1.0052834
G at y=60, two-term series: 1.0052821
G at y=10, quadrature: 1.2990
G at y=10, two-term series: 1.2659
hydrogen 1s polarizability, spline basis: 4.49975 a.u.
Dirac-Fock iterations: 13
DF energy 4s1/2: -0.41663 hartree
DF energy 3d3/2: -0.33087 hartree
DF energy 3d5/2: -0.33076 hartree
DF energy 4p1/2: -0.31000 hartree
DF energy 4p3/2: -0.30909 hartree
Gaussian scalar energy 4s: -0.41647 hartree
Gaussian scalar energy 3d: -0.33100 hartree
Gaussian scalar energy 4p: -0.30931 hartree
DF reduced dipole 4s1/2-4p1/2: 3.2012 a.u.
DF reduced dipole 4s1/2-4p3/2: 4.5269 a.u.
DF reduced dipole 3d5/2-4p3/2: 4.1348 a.u.
DF gap 4s1/2-4p1/2: 2.9016 eV
DF gap 4s1/2-4p3/2: 2.9264 eV
DF gap 3d5/2-4p3/2: 0.5897 eV
alpha(4s) part from 4p1/2, DF: 32.034 a.u.
alpha(4s) part from 4p3/2, DF: 63.519 a.u.
alpha(4s) formal core part: -0.0885 a.u.
alpha(4s) total without common core, DF: 95.531 a.u.
alpha(4s) from Gaussian finite field: 96.026 a.u.
alpha(3d5/2) part from 4p3/2, DF: 87.658 a.u.
alpha(3d5/2) formal core part: -0.2433 a.u.
alpha(3d5/2) part from f states: 11.468 a.u.
alpha(3d5/2) total without common core, DF: 98.899 a.u.
alpha(3d5/2) from finite field, m average: 98.891 a.u.
differential alpha, all DF, static: 3.368 a.u.
differential alpha, all DF, thermal: 6.696 a.u.
clock shift per a.u. of differential alpha: -0.008611 Hz
clock shift, all DF, static: -0.0290 Hz
clock shift, all DF, with dynamic part: -0.0577 Hz
rough input gap 4s-4p: 3.1 eV
rough input gap 3d5/2-4p3/2: 1.5 eV
alpha(4s), DF dipoles and rough gaps: 89.92 a.u.
alpha(3d5/2), DF dipoles and rough gap: 45.70 a.u.
differential alpha, rough gaps, static: -44.22 a.u.
dynamic part of alpha(4s), rough gaps: 0.1179 a.u.
dynamic part of alpha(3d5/2), rough gap: 0.1981 a.u.
differential dynamic part, quadrature: 0.0801 a.u.
differential dynamic part, leading formula: 0.0781 a.u.
clock eta, rough gaps: -0.00181
clock shift, rough gaps, static: 0.3808 Hz
clock shift, rough gaps, with dynamic part: 0.3801 Hz
3d5/2-4p3/2 gap where static shift changes sign: 0.657 eV
\end{verbatim}
